# Normal Relaxation of a Coherent Film on an Arbitrary Crystal Plane: test program

```python
"""
Coherent film on a plane with unit normal n: the displacement gradient is
    H = G + b (x) n,   G n = 0,
G fixed by coherence, b the three unknown normal derivatives of displacement.
Result under test: zero traction gives  A b = -t,  with
    A_ik = C_ijkl n_j n_l  (acoustic tensor),  t_i = C_ijkl n_j G_kl.
C: stiffness tensor of the film (GPa); eps: equal biaxial misfit strain;
W: elastic energy density; M: biaxial modulus defined by W = M eps^2.
"""
from itertools import product
from math import gcd
import numpy as np
from scipy.optimize import root

PAIRS = [(0, 0), (1, 1), (2, 2), (1, 2), (0, 2), (0, 1)]
I3 = np.eye(3)
rng = np.random.default_rng(7)


def tensor_from_voigt(V):
    C = np.zeros((3, 3, 3, 3))
    for a, (i, j) in enumerate(PAIRS):
        for c, (k, l) in enumerate(PAIRS):
            for p, q in ((i, j), (j, i)):
                for r, s in ((k, l), (l, k)):
                    C[p, q, r, s] = V[a, c]
    return C


def voigt_from_tensor(C):
    return np.array([[C[i, j, k, l] for (k, l) in PAIRS] for (i, j) in PAIRS])


def cubic(c11, c12, c44):
    V = np.diag([c11 - c12] * 3 + [c44] * 3).astype(float)
    V[:3, :3] += c12
    return tensor_from_voigt(V)


def random_stiffness():
    X = rng.normal(size=(6, 6))
    return tensor_from_voigt(20 * X @ X.T + 30 * np.eye(6))


def unit(v):
    v = np.array(v, dtype=float)
    return v / np.linalg.norm(v)


def film_frame(n):
    """Rows: two tangents and the normal, right handed."""
    trial = I3[np.argmin(np.abs(n))]
    t1 = unit(np.cross(trial, n))
    return np.array([t1, np.cross(n, t1), n])


def acoustic(C, n):
    return np.einsum('ijkl,j,l->ik', C, n, n)


def stress(C, H):
    return np.einsum('ijkl,kl->ij', C, H)


def energy(C, H):
    return 0.5 * np.sum(H * stress(C, H))


def normal_gradient(C, n, G):
    return -np.linalg.solve(acoustic(C, n), stress(C, G) @ n)


def plane_stress_route(C, n, G):
    """Independent road: rotated compliance with only in-plane stresses."""
    R = film_frame(n)
    Cr = np.einsum('ai,bj,ck,dl,ijkl->abcd', R, R, R, R, C, optimize=True)
    S = np.linalg.inv(voigt_from_tensor(Cr))
    g = R @ G @ R.T
    inside, outside = [0, 1, 5], [2, 3, 4]
    e_in = np.array([g[0, 0], g[1, 1], g[0, 1] + g[1, 0]])
    s_in = np.linalg.solve(S[np.ix_(inside, inside)], e_in)
    e_nn, g_2n, g_1n = S[np.ix_(outside, inside)] @ s_in
    return R.T @ np.array([g_1n, g_2n, e_nn]), 0.5 * e_in @ s_in


def coherent_gradient(film, sub):
    """Rows of film and sub are the two matching in-plane lattice vectors."""
    dual = np.linalg.inv(film @ film.T) @ film
    return (sub - film).T @ dual


# --- triclinic films, general lattice misfit, against the compliance road
mandel = np.diag([1, 1, 1] + [np.sqrt(2)] * 3)
worst_general = 0.0
for _ in range(30):
    C, n = random_stiffness(), unit(rng.normal(size=3))
    T = film_frame(n)[:2]
    film = (np.eye(2) + 0.3 * rng.normal(size=(2, 2))) @ T
    if abs(np.linalg.det(film @ T.T)) < 0.2:
        film = T.copy()
    sub = film + 0.01 * rng.normal(size=(2, 2)) @ T
    G = coherent_gradient(film, sub)
    b = normal_gradient(C, n, G)
    H = G + np.outer(b, n)
    assert np.allclose(film @ (I3 + H).T, sub, atol=1e-12)
    b_ref, W_ref = plane_stress_route(C, n, G)
    dev = np.linalg.norm(b - b_ref) / np.linalg.norm(b_ref)
    worst_general = max(worst_general, dev)
    assert dev < 1e-8
    A, t = acoustic(C, n), stress(C, G) @ n
    W_formula = energy(C, G) - 0.5 * t @ np.linalg.solve(A, t)
    assert np.isclose(W_formula, W_ref, rtol=1e-8, atol=1e-14)
    # lower bound on the acoustic eigenvalues
    low_C = np.linalg.eigvalsh(mandel @ voigt_from_tensor(C) @ mandel)[0]
    assert np.linalg.eigvalsh(A)[0] >= 0.5 * low_C * (1 - 1e-10)
    # small rigid rotation: b shifts, strain does not
    X = 0.01 * rng.normal(size=(3, 3))
    Om = X - X.T
    b_rot = normal_gradient(C, n, G + Om @ (I3 - np.outer(n, n)))
    assert np.allclose(b_rot, b + Om @ n, atol=1e-11)

# --- layered film relaxed from its total energy, bottom face held
n = unit([1, 2, 3])
P = I3 - np.outer(n, n)
Ca, Cb = random_stiffness(), random_stiffness()
layers = [(Ca, 0.5, P), (Ca, 1.0, P), (Cb, 0.7, -0.6 * P), (Cb, 0.3, -0.6 * P)]


def stack_energy(x):
    u = np.vstack([np.zeros(3), x.reshape(-1, 3)])
    return sum(h * energy(C, G + np.outer((u[m + 1] - u[m]) / h, n))
               for m, (C, h, G) in enumerate(layers))


size = 3 * len(layers)
E = np.eye(size)
E0 = stack_energy(np.zeros(size))
Ep = [stack_energy(e) for e in E]
Em = [stack_energy(-e) for e in E]
grad = 0.5 * (np.array(Ep) - np.array(Em))
hess = np.array([[stack_energy(E[i] + E[j]) - Ep[i] - Ep[j] + E0
                  for j in range(size)] for i in range(size)])
nodes = np.vstack([np.zeros(3), np.linalg.solve(hess, -grad).reshape(-1, 3)])
worst_stack = 0.0
for m, (C, h, G) in enumerate(layers):
    dev = np.abs((nodes[m + 1] - nodes[m]) / h - normal_gradient(C, n, G)).max()
    worst_stack = max(worst_stack, dev)
assert worst_stack < 1e-7

# --- nonlinear spring crystal (simple cubic, first and second neighbours)
bonds = [np.array(r, float) for r in product((-1, 0, 1), repeat=3)
         if sum(map(abs, r)) in (1, 2)]
springs = [1.0 if r @ r < 1.5 else 0.6 for r in bonds]
C_spring = sum(0.5 * k * np.einsum('i,j,k,l->ijkl', r, r, r, r) / (r @ r)
               for k, r in zip(springs, bonds))


def spring_force(b, strain):
    F = I3 + strain * P + np.outer(b, n)
    total = np.zeros(3)
    for k, r in zip(springs, bonds):
        v = F @ r
        length = np.linalg.norm(v)
        total += 0.5 * k * (length - np.linalg.norm(r)) * v / length * (r @ n)
    return total


errors, relative = [], []
for strain in (0.01, 0.005):
    b_lin = normal_gradient(C_spring, n, strain * P)
    sol = root(spring_force, b_lin, args=(strain,), tol=1e-13)
    assert np.abs(spring_force(sol.x, strain)).max() < 1e-11
    errors.append(np.linalg.norm(sol.x - b_lin))
    relative.append(errors[-1] / np.linalg.norm(b_lin))
error_ratio = errors[0] / errors[1]
assert 3.6 < error_ratio < 4.4 and relative[0] < 0.1


# --- cubic closed form for equal biaxial misfit
def cubic_parts(c11, c12, c44, n):
    d = c44 + (c11 - c12 - 2 * c44) * n**2
    minors = np.array([d[1] * d[2], d[0] * d[2], d[0] * d[1]])
    det = d.prod() + (c12 + c44) * (n**2 @ minors)
    return d, det, n * minors / det


def cubic_solution(c11, c12, c44, n, eps):
    bulk = (c11 + 2 * c12) / 3
    Ainv_n = cubic_parts(c11, c12, c44, n)[2]
    return (eps * (n - 3 * bulk * Ainv_n),
            4.5 * bulk * (1 - bulk * n @ Ainv_n))


c11, c12, c44, eps = 160.0, 60.0, 80.0, -0.01
special = np.sqrt(np.array([7, 2, 2]) / 11)
assert abs(cubic_parts(130.0, 100.0, 70.0, special)[0][0]) < 1e-10
cases = [((130.0, 100.0, 70.0), special)]
cases += [((c11, c12, c44), unit(rng.normal(size=3))) for _ in range(20)]
for con, m in cases:
    C = cubic(*con)
    G = eps * (I3 - np.outer(m, m))
    b_ref, W_ref = plane_stress_route(C, m, G)
    b_cub, M_cub = cubic_solution(*con, m, eps)
    assert np.allclose(b_cub, b_ref, atol=1e-11)
    assert np.isclose(M_cub * eps**2, W_ref, rtol=1e-9)
    assert np.isclose(cubic_parts(*con, m)[1], np.linalg.det(acoustic(C, m)))
    sig = stress(C, G + np.outer(b_ref, m))
    assert np.isclose(np.trace(sig) / 2, M_cub * eps, rtol=1e-9)

# familiar limits, evaluated through the compliance road
C = cubic(c11, c12, c44)
limits = {(0, 0, 1): (c11 + 2 * c12) * (c11 - c12) / c11,
          (1, 1, 1): 6 * c44 * (c11 + 2 * c12) / (c11 + 2 * c12 + 4 * c44)}
for hkl, M_known in limits.items():
    m = unit(hkl)
    W_ref = plane_stress_route(C, m, eps * (I3 - np.outer(m, m)))[1]
    assert np.isclose(W_ref / eps**2, M_known)
lam, mu = 60.0, 50.0
b_iso = plane_stress_route(cubic(lam + 2 * mu, lam, mu), n, eps * P)[0]
assert np.allclose(b_iso, -2 * lam / (lam + 2 * mu) * eps * n, atol=1e-12)

# only three plane families relax without shear
shear_free, scanned = [], 0
for h in range(6):
    for k in range(h, 6):
        for l in range(max(k, 1), 6):
            if gcd(gcd(h, k), l) != 1:
                continue
            scanned += 1
            m = unit([h, k, l])
            b = plane_stress_route(C, m, eps * (I3 - np.outer(m, m)))[0]
            if np.linalg.norm(b - (b @ m) * m) < 1e-10:
                shear_free.append((h, k, l))
assert set(shear_free) == {(0, 0, 1), (0, 1, 1), (1, 1, 1)}

# --- worked example on (123)
t1 = unit([3, 0, -1])
t2 = np.cross(n, t1)
R = np.array([t1, t2, n])
assert np.allclose(t2, unit([-1, 5, -3]))
G = eps * P
A, t = acoustic(C, n), stress(C, G) @ n
b = normal_gradient(C, n, G)
d, detA, Ainv_n = cubic_parts(c11, c12, c44, n)
b_frame = R @ b
assert np.all(np.abs(b_frame) > 1e-5)
H = G + np.outer(b, n)
sig = R @ stress(C, H) @ R.T
assert np.abs(sig[:, 2]).max() < 1e-12
principal = np.linalg.eigvalsh(sig[:2, :2])
W = energy(C, H)
M = cubic_solution(c11, c12, c44, n, eps)[1]
lean = np.linalg.norm(b_frame[:2])

# shortcut: normal expansion only, shear components forced to zero
bn_short = -(t @ n) / (n @ A @ n)
H_short = G + bn_short * np.outer(n, n)
r = stress(C, H_short) @ n
W_short = energy(C, H_short)
assert abs(r @ n) < 1e-12 and np.linalg.norm(r) > 1e-4
assert np.isclose(W_short - W, 0.5 * r @ np.linalg.solve(A, r), rtol=1e-7)


def row(v, digits=5):
    return ' '.join(f'{x:.{digits}f}' for x in v)


print(f'C11, C12, C44 = {c11:.0f}, {c12:.0f}, {c44:.0f} GPa')
print(f'misfit strain eps = {eps:.3f}; plane (123)')
print('n =', row(n))
print('t1 along [3 0 -1] =', row(t1))
print('t2 along [-1 5 -3] =', row(t2))
for i in range(3):
    print(f'A row {i + 1} (GPa):', row(A[i], 4))
print('eigenvalues of A (GPa):', row(np.linalg.eigvalsh(A), 4))
print('t = (C:G)n (GPa):', row(t))
print('d1 d2 d3 (GPa):', row(d, 4))
print(f'det A = {detA:.1f} GPa^3')
print('A^-1 n (1/GPa):', row(Ainv_n, 7))
print('b, crystal axes (1e-3):', row(1e3 * b, 4))
print('b along t1, t2, n (1e-3):', row(1e3 * b_frame, 4))
print(f'|b_t| = {1e3 * lean:.4f} e-3')
print(f'lean of [123] row = {np.degrees(lean):.4f} degree')
print(f'stress 11, 22, 12 (GPa): {sig[0, 0]:.4f} {sig[1, 1]:.4f} {sig[0, 1]:.4f}')
print('principal in-plane stresses (GPa):', row(principal, 4))
print(f'mean in-plane stress = {np.trace(sig) / 2:.4f} GPa')
print(f'M = {M:.3f} GPa')
print(f'W = {1e3 * W:.4f} MJ/m^3')
print(f'shortcut b_n = {1e3 * bn_short:.4f} e-3')
print('shortcut traction t1, t2 (MPa):', row(1e3 * (R @ r)[:2], 3))
print(f'shortcut traction size = {1e3 * np.linalg.norm(r):.3f} MPa')
print(f'shortcut W = {1e3 * W_short:.4f} MJ/m^3')
print(f'energy excess = {1e6 * (W_short - W):.3f} kJ/m^3')
print(f'energy excess / W = {100 * (W_short / W - 1):.3f} percent')
print('plane: b_n/eps, |b_t|/|eps|, M (GPa)')
for hkl in ((0, 0, 1), (1, 1, 0), (1, 1, 1), (1, 1, 3), (1, 2, 3)):
    m = unit(hkl)
    bm, Mm = cubic_solution(c11, c12, c44, m, eps)
    side = np.linalg.norm(bm - (bm @ m) * m) / abs(eps)
    print(f'{hkl}: {bm @ m / eps:.4f}, {side:.4f}, {Mm:.3f}')
print(f'planes scanned = {scanned}; shear-free = {len(shear_free)}')
print(f'triclinic test, largest relative deviation = {worst_general:.1e}')
print(f'layer test, largest deviation of b = {worst_stack:.1e}')
print(f'spring crystal, relative deviation at 0.01 = {100 * relative[0]:.3f} percent')
print(f'spring crystal, relative deviation at 0.005 = {100 * relative[1]:.3f} percent')
print(f'spring crystal, error ratio on halving strain = {error_ratio:.3f}')
print('ALL CHECKS PASSED')
```

Output:

```
C11, C12, C44 = 160, 60, 80 GPa
misfit strain eps = -0.010; plane (123)
n = 0.26726 0.53452 0.80178
t1 along [3 0 -1] = 0.94868 0.00000 -0.31623
t2 along [-1 5 -3] = -0.16903 0.84515 -0.50709
A row 1 (GPa): 85.7143 20.0000 30.0000
A row 2 (GPa): 20.0000 102.8571 60.0000
A row 3 (GPa): 30.0000 60.0000 131.4286
eigenvalues of A (GPa): 55.0498 73.8653 191.0849
t = (C:G)n (GPa): -0.17181 -0.41235 -0.79033
d1 d2 d3 (GPa): 75.7143 62.8571 41.4286
det A = 777002.9 GPa^3
A^-1 n (1/GPa): 0.0008957 0.0021578 0.0049110
b, crystal axes (1e-3): -0.1646 0.6968 5.7329
b along t1, t2, n (1e-3): -1.9691 -2.2904 4.9250
|b_t| = 3.0205 e-3
lean of [123] row = 0.1731 degree
stress 11, 22, 12 (GPa): -2.0068 -2.2142 -0.0996
principal in-plane stresses (GPa): -2.2543 -1.9667
mean in-plane stress = -2.1105 GPa
M = 211.051 GPa
W = 21.1051 MJ/m^3
shortcut b_n = 4.7368 e-3
shortcut traction t1, t2 (MPa): 128.108 119.834
shortcut traction size = 175.419 MPa
shortcut W = 21.3684 MJ/m^3
energy excess = 263.360 kJ/m^3
energy excess / W = 1.248 percent
plane: b_n/eps, |b_t|/|eps|, M (GPa)
(0, 0, 1): -0.7500, 0.0000, 175.000
(1, 1, 0): -0.4737, 0.0000, 213.684
(1, 1, 1): -0.4000, 0.0000, 224.000
(1, 1, 3): -0.6038, 0.4052, 195.475
(1, 2, 3): -0.4925, 0.3020, 211.051
planes scanned = 40; shear-free = 3
triclinic test, largest relative deviation = 2.6e-14
layer test, largest deviation of b = 7.8e-15
spring crystal, relative deviation at 0.01 = 0.816 percent
spring crystal, relative deviation at 0.005 = 0.409 percent
spring crystal, error ratio on halving strain = 3.994
ALL CHECKS PASSED
```
